# Mapped Gauss-Legendre quadrature for Lorentzians on the imaginary-frequency axis

## The problem

Response functions at imaginary frequency are sums of Lorentzians, one for each excitation energy. Dispersion coefficients and correlation energies need integrals over $0<\omega<\infty$ of expressions built from such functions, for example products of two of them. The simplest case is the integral of a single term. Take the normalized Lorentzian

$$L_a(\omega)=\frac{2}{\pi}\,\frac{a}{a^2+\omega^2},\qquad \int_0^\infty L_a(\omega)\,d\omega=1,\qquad a>0 .$$

Integrate it with the $n$-point Gauss-Legendre rule on $-1<x<1$ after the substitution

$$\omega=\omega_0\,\frac{1+x}{1-x},\qquad \omega_0>0 .$$

Let $e_n(a)$ be the exact integral minus the value of the rule. Since the exact integral is 1, $e_n$ is also the relative error. Energies are in Hartree.

1. Express $e_n(a)$ exactly through Legendre functions.
2. Find its leading form for large $n$.
3. The excitation energies fill the range from $a_{\min}$ to $a_{\max}$, with $R=a_{\max}/a_{\min}$. Which $\omega_0$ gives the fastest guaranteed decay of the error, and how does the number of nodes for a given error grow with $R$?
4. How many nodes bring the error below $10^{-6}$ for $a_{\min}=0.5$ and $a_{\max}=50$ Hartree?

For sums of Lorentzians one term is enough, because the rule is linear; products are treated in Variation 2. For a sum $\sum_i c_iL_{a_i}$ with $c_i>0$, the relative error is the weighted mean $\sum_i c_ie_n(a_i)/\sum_i c_i$, whose modulus cannot exceed the largest $|e_n(a_i)|$.

## Hints

**Hint 1.** The Lorentzian has poles at $\omega=\pm ia$. Find where the substitution sends them, and write the mapped integrand as the imaginary part of a single simple pole.

**Hint 2.** A Gauss rule integrates polynomials up to degree $2n-1$ exactly, and $P_n$ vanishes at its nodes. Split $1/(z-x)$ into a polynomial and a term proportional to $P_n(x)$.

**Hint 3.** Write the pole as $z=\cosh\xi$. The real part of $\xi$ sets the rate of decay, and it follows from the distances of $z$ to the points $\pm1$.

**Hint 4.** Compare the energies $a=\omega_0t$ and $a=\omega_0/t$.

## Solution

### The mapped integrand

The derivative of the map is

$$\frac{d\omega}{dx}=\omega_0\,\frac{(1-x)+(1+x)}{(1-x)^2}=\frac{2\omega_0}{(1-x)^2}.$$

Multiply $L_a$ by it, clear the factor $(1-x)^2$, and divide numerator and denominator by $\omega_0^2$. With $t=a/\omega_0$ the integrand becomes

$$f(x)=\frac{2}{\pi}\,\frac{2t}{t^2(1-x)^2+(1+x)^2}.$$

The denominator is $(1+t^2)x^2-2(t^2-1)x+(1+t^2)$. Define

$$c=\frac{t^2-1}{t^2+1},\qquad s=\frac{2t}{1+t^2},\qquad c^2+s^2=1 .$$

Then

$$f(x)=\frac{2}{\pi}\,\frac{s}{x^2-2cx+1}.$$

The roots of the denominator are $z=c+is$ and $\bar z$. Both lie on the unit circle, whatever $a$ and $\omega_0$ are. For $t=1$ the pole is at $z=i$; for $t\to\infty$ it approaches $x=1$, and for $t\to0$ it approaches $x=-1$. The integrand is therefore smooth on the interval, but it becomes sharply peaked near an end when $a$ and $\omega_0$ are very different.

For real $x$ we have $1/(z-x)=(\bar z-x)/|z-x|^2$, whose imaginary part is $-s/(x^2-2cx+1)$. Hence

$$f(x)=-\frac{2}{\pi}\,\mathrm{Im}\,\frac{1}{z-x}.$$

### The exact error

Split the pole function as

$$\frac{1}{z-x}=\frac{1-P_n(x)/P_n(z)}{z-x}+\frac{P_n(x)}{P_n(z)\,(z-x)} .$$

Division by $P_n(z)$ is allowed, because the zeros of $P_n$ are real and $z$ is not. The numerator of the first term is a polynomial of degree $n$ in $x$ that vanishes at $x=z$, so the term is a polynomial of degree $n-1$ and is integrated exactly. The second term vanishes at every node, so the rule gives zero for it. The error for $1/(z-x)$ is thus the full integral of the second term, $2Q_n(z)/P_n(z)$, with

$$Q_n(z)=\frac12\int_{-1}^{1}\frac{P_n(x)}{z-x}\,dx .$$

Nodes and weights are real, so the imaginary part may be taken at the end:

$$e_n=-\frac{4}{\pi}\,\mathrm{Im}\,\frac{Q_n(z)}{P_n(z)} .$$

This answers question 1.

### Integral representations

Let $z=\cosh\xi$ with $\xi=\eta+i\varphi$, $\eta>0$ and $0<\varphi<\pi$. The first representation is

$$P_n(z)=\frac1\pi\int_0^\pi(\cosh\xi+\sinh\xi\cos\psi)^n\,d\psi .$$

To verify it, multiply by $h^n$ with small $h$ and sum over $n$. The standard integral $\frac1\pi\int_0^\pi d\psi/(A-B\cos\psi)=(A^2-B^2)^{-1/2}$, with $A=1-h\cosh\xi$ and $B=h\sinh\xi$, gives $(1-2hz+h^2)^{-1/2}$. This is the generating function of the $P_n$.

For $Q_n$, insert $P_n=(2^nn!)^{-1}\,d^n(x^2-1)^n/dx^n$ and integrate by parts $n$ times. The boundary terms vanish. The signs combine to $(-1)^n(x^2-1)^n=(1-x^2)^n$, and the $n$-th derivative of $1/(z-x)$ is $n!/(z-x)^{n+1}$. So

$$Q_n(z)=\frac12\int_{-1}^1\left[\frac{1-x^2}{2(z-x)}\right]^n\frac{dx}{z-x}.$$

Take $z>1$ for the moment, put $p=\sqrt{z+1}$ and $m=\sqrt{z-1}$, and substitute

$$x=\frac{pe^{\psi}-m}{pe^{\psi}+m},\qquad -\infty<\psi<\infty .$$

With $D=pe^\psi+m$ one finds

$$1-x^2=\frac{4pm\,e^\psi}{D^2},\qquad z-x=\frac{pm(me^\psi+p)}{D},\qquad dx=\frac{2pm\,e^\psi}{D^2}\,d\psi .$$

Moreover $D(me^\psi+p)=2e^\psi(z+pm\cosh\psi)$, because $p^2+m^2=2z$. Since $pm=\sinh\xi$, both the bracket and $(dx/d\psi)/(z-x)$ equal $1/(\cosh\xi+\sinh\xi\cosh\psi)$. The integrand is even in $\psi$, so

$$Q_n(z)=\int_0^\infty\frac{d\psi}{(\cosh\xi+\sinh\xi\cosh\psi)^{n+1}} .$$

Both sides are analytic in $\xi$ for $\eta>0$, $|\varphi|<\pi$, provided the base has no zero. It has none, since its modulus is at least $\cosh\eta+\sinh\eta\cosh\psi\ge e^\eta$, as the next paragraph shows.

### Large $n$

Let $C$ stand for $\cos\psi$ or $\cosh\psi$. Then

$$\cosh\xi+C\sinh\xi=\tfrac12\left[(1+C)e^{\xi}+(1-C)e^{-\xi}\right].$$

For $|C|\le1$ the triangle inequality bounds the modulus by $\cosh\eta+C\sinh\eta\le e^\eta$. For $C\ge1$ the reverse triangle inequality gives at least $\cosh\eta+C\sinh\eta\ge e^\eta$. In both integrals the neighbourhood of $\psi=0$ therefore dominates at large $n$. There the bases are

$$e^\xi\left(1\mp\tfrac12g\psi^2\right),\qquad g=e^{-\xi}\sinh\xi=\tfrac12\left(1-e^{-2\xi}\right),\qquad \mathrm{Re}\,g>0,$$

with the upper sign for $P_n$ and the lower for $Q_n$. The Gaussian integrals give

$$P_n\approx\frac{e^{n\xi}}{\pi}\sqrt{\frac{\pi}{2ng}},\qquad Q_n\approx e^{-(n+1)\xi}\sqrt{\frac{\pi}{2(n+1)g}} .$$

In the ratio $g$ cancels and $\sqrt{n/(n+1)}\to1$, so $Q_n/P_n\approx\pi e^{-(2n+1)\xi}$. With $N=n+\frac12$,

$$e_n\approx-4\,\mathrm{Im}\,e^{-2N(\eta+i\varphi)}=4e^{-2N\eta}\sin(2N\varphi).$$

The Gaussians must be narrow, which requires $n|g|\gg1$. For a pole near $x=1$ this means $N|\xi|\gg1$. A pole near $x=-1$ is covered by the reflection used below.

### The decay rate

From $z\pm1=\cosh\xi\pm1$ follow $|z+1|=\cosh\eta+\cos\varphi$ and $|z-1|=\cosh\eta-\cos\varphi$. Their sum is $2\cosh\eta$. Square it and use $|z|=1$:

$$4\cosh^2\eta=|z+1|^2+|z-1|^2+2|z^2-1|=4+2|z^2-1| .$$

On the unit circle $|z^2-1|=|z-\bar z|=2s$. Therefore

$$\cosh^2\eta=1+s,\qquad \sinh\eta=\sqrt s,\qquad \cos\varphi=\frac{c}{\sqrt{1+s}},$$

the last from $\mathrm{Re}\,z=\cosh\eta\cos\varphi$. This completes question 2. The error is an oscillation inside the envelope $4e^{-2N\eta}$, and each added node reduces the envelope by the factor $e^{-2\eta}$.

### A range of energies

Replacing $t$ by $1/t$ changes $c$ into $-c$ and leaves $s$ unchanged, which amounts to $x\to-x$ in $f$. The Gauss-Legendre rule is symmetric under this reflection, so $e_n$ is the same for $t$ and $1/t$, at every $n$.

Since $s=2/(t+1/t)=1/\cosh(\ln t)$, the rate $\eta$ is largest at $t=1$ and falls as $|\ln t|$ grows. The slowest decay thus belongs to an end of the energy range. The two end distances, $\ln(a_{\max}/\omega_0)$ and $\ln(\omega_0/a_{\min})$, add up to $\ln R$. The larger one is smallest when they are equal:

$$\omega_0=\sqrt{a_{\min}a_{\max}},\qquad t_{\text{end}}=\sqrt R\ \text{ or }\ \frac1{\sqrt R},\qquad \sinh^2\eta=\frac{2\sqrt R}{1+R} .$$

This choice optimizes the envelope. Among all $\omega_0$ between $a_{\min}$ and $a_{\max}$ it also minimizes the actual worst error at every $n$: $e_n$ depends only on $|\ln t|$, which then runs from 0 to the larger end distance, and this interval always contains the one from 0 to $\frac12\ln R$. Only a scale outside the range escapes this argument. For a single energy, $R=1$, the choice $t=1$ gives $|\sin 2N\varphi|=1$, whereas another $\omega_0$ can place the energy near a zero of the sine.

For $R=1$ we get $\sinh\eta=1$ and $e^{-2\eta}=(\sqrt2-1)^2\approx0.17$, the best factor per node this map can give. For $R\gg1$,

$$\eta\approx\sqrt2\,R^{-1/4},\qquad \text{envelope}\approx4\exp\left(-2\sqrt2\,N R^{-1/4}\right).$$

The envelope is at most $\varepsilon$ when

$$n\ge\frac12\left[\frac{\ln(4/\varepsilon)}{\eta}-1\right],\qquad\text{so}\qquad n\approx\frac{R^{1/4}}{2\sqrt2}\ln\frac4\varepsilon\quad(R\gg1).$$

This answers question 3: for this map, at fixed error and large $R$, the number of nodes grows as the fourth root of the energy ratio. The power belongs to the map and not to the integral: a trapezoidal rule with nodes equally spaced in $\ln\omega$ reaches $10^{-6}$ with about 52, 59 and 67 nodes for $R=10^2$, $10^4$ and $10^6$, a logarithmic growth that wins for very wide ranges. The fourth-root law describes the mapped Gauss rule at large $R$. In that regime a ratio ten thousand times larger costs about ten times as many nodes.

The result fails for a spectrum that reaches down to $a=0$. At fixed $n$ the rule is a finite sum of terms proportional to $a/(a^2+\omega_k^2)$, with nodes $\omega_k>0$. It tends to zero with $a$, while the exact integral stays 1. The error then tends to 1, and no number of nodes serves all energies.

### How close the worst error comes to the envelope

The sine may vanish at the end of the range, but then it does not vanish for slightly different energies. For large $R$ we have $\sin\varphi=\sqrt s=\sinh\eta\ll1$ at the upper end, hence $\varphi\approx\eta$. With $u=2N\eta$ the error there is about $4e^{-u}\sin u$, and $u$ increases from its end value $u_0$ as the energy moves inwards. The worst error divided by the envelope is the maximum of $e^{-(u-u_0)}|\sin u|$ over $u\ge u_0$. Its smallest value over all $u_0$, found numerically, is 0.25. To leading order the worst error thus lies between one quarter of the envelope and the envelope itself, and the node estimate is too high by at most about $\ln4/(2\eta)$ nodes, apart from rounding to an integer.

### Numbers

For question 4, $R=50/0.5=100$ and $\omega_0=\sqrt{0.5\times50}=5$ Hartree. At the upper end $t=10$, so

$$s=\frac{20}{101}=0.1980,\qquad c=\frac{99}{101}=0.9802,\qquad \eta=0.4315,\qquad \varphi=0.4612 .$$

Each node reduces the envelope by $e^{-2\eta}=0.422$. For $\varepsilon=10^{-6}$ the estimate is

$$n\ge\frac12\left[\frac{\ln(4\times10^6)}{0.4315}-1\right]=\frac12\left[\frac{15.20}{0.4315}-1\right]=17.1,$$

hence 18 nodes. A direct scan over 2001 energies in the range shows that 17 already suffice.

The errors from direct quadrature compare with the large-$n$ law as follows.

| $n$ | $e_n(a_{\max})$ | law | worst | envelope |
|---|---|---|---|---|
| 4 | $-6.3\times10^{-2}$ | $-7.0\times10^{-2}$ | $6.3\times10^{-2}$ | $8.2\times10^{-2}$ |
| 8 | $2.5\times10^{-3}$ | $2.6\times10^{-3}$ | $2.5\times10^{-3}$ | $2.6\times10^{-3}$ |
| 12 | $-7.0\times10^{-5}$ | $-7.1\times10^{-5}$ | $7.0\times10^{-5}$ | $8.3\times10^{-5}$ |
| 20 | $3.8\times10^{-9}$ | $4.8\times10^{-9}$ | $3.2\times10^{-8}$ | $8.3\times10^{-8}$ |

At $n=20$ the phase is $2N\varphi=41\times0.4612=18.91$, close to $6\pi=18.85$. The sine nearly vanishes, so the end-point error is far below the envelope, and the worst error occurs inside the range. Near such a zero a small phase correction matters, and the leading law is relatively less accurate.

With $\omega_0$ at the geometric mean, the nodes needed for a worst error below $10^{-6}$ are:

| $R$ | $\eta$ | estimated $n$ | found $n$ |
|---|---|---|---|
| $1$ | 0.881 | 9 | 9 |
| $10^2$ | 0.431 | 18 | 17 |
| $10^4$ | 0.141 | 54 | 53 |
| $10^6$ | 0.0447 | 170 | 166 |

From $R=10^4$ to $10^6$ the number found grows by $166/53=3.13$, while the fourth-root law gives $100^{1/4}=3.16$. The numerical check also confirms the exact Legendre expression, with $Q_n$ integrated separately.

## Variation 1: a poorly chosen frequency scale

*What happens if $\omega_0$ is set to $a_{\min}$, or to the arithmetic mean of $a_{\min}$ and $a_{\max}$?*

For $\omega_0=a_{\min}$ the upper end has $t=R$ instead of $\sqrt R$. The envelope is that of a well-centred range with ratio $R^2$, so for large $R$

$$\eta\approx\sqrt2\,R^{-1/2},\qquad n\propto R^{1/2}.$$

By the symmetry $t\to1/t$, $\omega_0=a_{\max}$ is equally poor. For the arithmetic mean, the lower end is the farther one, with $1/t=(1+R)/2$. Then $s\approx4/R$ and $\eta\approx2R^{-1/2}$: the growth is again as $R^{1/2}$, with a somewhat better prefactor.

For the range 0.5 to 50 Hartree and an error below $10^{-6}$, the scan finds 53 nodes for $\omega_0=0.5$ or 50 Hartree, 37 for the arithmetic mean 25.25 Hartree, and 26 for 2 Hartree, against 17 for the geometric mean. The arithmetic mean fails because distance is measured here by the logarithm of the energy.

## Variation 2: products of Lorentzians

*Dispersion coefficients contain products of two response functions. Find the relative error for* $1/[(a^2+\omega^2)(b^2+\omega^2)]$.

For $a\ne b$, partial fractions give

$$\frac{1}{(a^2+\omega^2)(b^2+\omega^2)}=\frac{1}{b^2-a^2}\left[\frac1{a^2+\omega^2}-\frac1{b^2+\omega^2}\right].$$

The integral of $1/(a^2+\omega^2)$ is $\pi/(2a)$, and its quadrature error is $\pi e_n(a)/(2a)$. The exact integral of the product and its error are therefore

$$I=\frac{\pi}{2(b^2-a^2)}\left(\frac1a-\frac1b\right)=\frac{\pi}{2ab(a+b)},\qquad \Delta I=\frac{\pi}{2(b^2-a^2)}\left[\frac{e_n(a)}a-\frac{e_n(b)}b\right].$$

Their ratio is

$$\frac{\Delta I}{I}=\frac{b\,e_n(a)-a\,e_n(b)}{b-a}.$$

If $\omega_0=\sqrt{ab}$, then $e_n(a)=e_n(b)$ and the relative error is simply $e_n(a)$. For equal energies, set $b=a+\delta$ and expand $e_n(b)$ to first order in $\delta$:

$$\frac{\Delta I}{I}\;\to\;e_n(a)-a\,\frac{de_n}{da}\qquad(b\to a).$$

The derivative acts on exponents and phases proportional to $N$. It multiplies $e^{-2N\xi}$ by $1+2N\,a\,d\xi/da$. At the ends of a wide range, $\xi\approx(1+i)\eta$ varies as $t^{-1/2}$ at the upper end, so the factor is $1-N\xi$ there and, by the reflection, $1+N\xi$ at the lower end, of modulus about $\sqrt2\,N\eta$. At a given error $N\eta$ is set by $\varepsilon$ and does not grow with $R$, so the exponential rate, and with it the $R^{1/4}$ law, is unchanged.

With $n=8$ and $\omega_0=5$ Hartree, the pair (0.5, 50) Hartree has the relative error $2.5\times10^{-3}$, equal to $e_8$ at either end. The pair (0.5, 0.5) has $1.05\times10^{-2}$ and the pair (50, 50) has $-5.5\times10^{-3}$. Their mean is again $2.5\times10^{-3}$: $e_n$ is even in $\ln t$, so $a\,de_n/da$ is odd and cancels between the two ends. Equal pairs are the worst case. With $v=1/a$ and $F(v)=v\,e_n(1/v)$, the relative error of a pair is the difference quotient of $F$ between $1/a$ and $1/b$, hence an average of $F'=e_n-a\,de_n/da$ over energies between them. With $\omega_0$ at the geometric mean, an error below $10^{-6}$ for all products needs 20, 63 and 198 nodes for $R=10^2$, $10^4$ and $10^6$, against 17, 53 and 166 for single terms.

## Values computed for the example and the checks

```
a_min = 0.5 Hartree, a_max = 50.0 Hartree, R = 100
omega0 = 5.0000 Hartree, t at upper end = 10.0000
pole at upper end: x = 0.98020 + 0.19802 i
eta = 0.43148, phi = 0.46117 rad, rho = 1.53954
error factor per added node exp(-2 eta) = 0.4219
n=8: lowest node 0.10129, highest node 246.825 Hartree
Errors, dimensionless: n, at a_max, large-n law, worst, envelope
  4 -6.337e-02 -6.967e-02 6.337e-02 8.233e-02
  8  2.514e-03  2.609e-03 2.514e-03 2.609e-03
 12 -7.028e-05 -7.117e-05 7.028e-05 8.266e-05
 16  1.243e-06  1.231e-06 1.243e-06 2.619e-06
 20  3.761e-09  4.838e-09 3.208e-08 8.300e-08
lowest worst/envelope ratio at large R = 0.250
Nodes for worst error below 1e-06, R = 100:
omega0 (Hartree), eta, nodes estimated, nodes measured
   0.500 0.1409   54   53
   2.000 0.2790   27   26
   5.000 0.4315   18   17
  25.250 0.1977   38   37
  50.000 0.1409   54   53
Nodes for worst error below 1e-06, omega0 = geometric mean:
R, eta, sqrt(2) R^(-1/4), nodes estimated, nodes measured
        1 0.88137 1.41421    9    9
       10 0.69974 0.79527   11   11
      100 0.43148 0.44721   18   17
     1000 0.24879 0.25149   31   30
    10000 0.14095 0.14142   54   53
   100000 0.07944 0.07953   96   94
  1000000 0.04471 0.04472  170  166
R, measured decay rate per node, 2 sqrt(2) R^(-1/4)
    10000 0.28309 0.28284
  1000000 0.08619 0.08944
Relative errors of products, n = 8: a, b (Hartree), error
  0.50  50.00  2.5139e-03
  0.50   0.50  1.0528e-02
 50.00  50.00 -5.5002e-03
```
